# Afterglow decay with diffusion and recombination: where the late exponential extrapolates

Suppose the electron density is recorded after a plasma is switched off. On a logarithmic scale the late part of the record looks like a straight line, and it is tempting to extend that line back to switch-off and read the initial density there. If electrons and ions also recombine in the gas, while the rate of loss to the walls per particle stays constant, the reading is too low. For the hydrogen plasma worked out below, the line points to $1.06\times10^{10}\ \mathrm{cm^{-3}}$, while the plasma started at $5\times10^{10}\ \mathrm{cm^{-3}}$. The opposite use fails too: starting a pure diffusion decay from the true initial density predicts a tail 4.7 times too high. Both errors are the same factor, $1+\alpha n_0/\nu$.

## The model

Let $n(t)$ be the density of electrons, equal to that of a single species of positive ion. The power goes off at $t=0$, when $n=n_0>0$, and nothing creates charge afterwards. Two processes remove it.

Diffusion carries electron-ion pairs to the walls. Each pair has the same chance per unit time of being lost, so the loss is $\nu n$, with $\nu>0$ in $\mathrm{s^{-1}}$. Recombination needs an electron to meet an ion. Its rate is proportional to the product of two equal densities, so the loss is $\alpha n^2$, with $\alpha\ge 0$ in $\mathrm{cm^3\,s^{-1}}$. Hence

$$\frac{dn}{dt}=-\nu n-\alpha n^2. \tag{1}$$

Both coefficients are taken as constant, and the plasma is treated as one cell with a single density. Dividing (1) by $n$ gives the steepness of the logarithmic plot,

$$-\frac{d\ln n}{dt}=\nu+\alpha n. \tag{2}$$

The plot is steepest at the start and straightens as $\alpha n$ becomes small beside $\nu$. The number that compares the two losses at the start is

$$R=\frac{\alpha n_0}{\nu}.$$

The intercept $n_x$ is defined by the late line $n\to n_x e^{-\nu t}$, that is,

$$n_x=\lim_{t\to\infty} n(t)\,e^{\nu t}.$$

The claim is $n_x=n_0/(1+R)$.

## First derivation: the reciprocal density

Equation (1) is nonlinear, but the quadratic term becomes a constant if we follow $u=1/n$. By the chain rule,

$$\frac{du}{dt}=-\frac{1}{n^2}\frac{dn}{dt}=\frac{\nu}{n}+\alpha=\nu u+\alpha.$$

This is linear. Move $\nu u$ to the left and multiply by $e^{-\nu t}$, which turns the left side into one derivative:

$$\frac{d}{dt}\left(u e^{-\nu t}\right)=e^{-\nu t}\left(\frac{du}{dt}-\nu u\right)=\alpha e^{-\nu t}.$$

Integrate from $0$ to $t$, using $u(0)=1/n_0$:

$$u e^{-\nu t}=\frac1{n_0}+\frac{\alpha}{\nu}\left(1-e^{-\nu t}\right)
=\frac{1+R\left(1-e^{-\nu t}\right)}{n_0}. \tag{3}$$

The left side is $1/(n e^{\nu t})$. Inverting and multiplying by $e^{-\nu t}$ gives

$$n(t)=\frac{n_0e^{-\nu t}}{1+R\left(1-e^{-\nu t}\right)}. \tag{4}$$

At $t=0$ the bracket vanishes and $n=n_0$, as it must. As $t\to\infty$ the bracket tends to 1, so

$$n_x=\frac{n_0}{1+R}=\frac{n_0}{1+\alpha n_0/\nu}. \tag{5}$$

The solution also says how late "late" is. Write $E=e^{-\nu t}$ and $r=R/(1+R)$. The denominator of (4) is

$$1+R-RE=(1+R)(1-rE),$$

and therefore

$$\frac{n(t)}{n_xe^{-\nu t}}=\frac{1}{1-rE}. \tag{6}$$

The density approaches the line from above. It exceeds the line by a fraction $\varepsilon$ when $1-rE=1/(1+\varepsilon)$, or

$$e^{-\nu t}=\frac{\varepsilon}{r(1+\varepsilon)}. \tag{7}$$

If the right side is 1 or more, recombination is so weak that the excess is no larger than $\varepsilon$ from the start.

## Limits

For $R\ll1$, $n_x\approx n_0(1-R)$ and the intercept is nearly the initial density. For $R\gg1$,

$$n_x=\frac{1}{1/n_0+\alpha/\nu}\longrightarrow\frac{\nu}{\alpha}.$$

This is a ceiling. With $\nu$ and $\alpha$ fixed, no initial density can raise the intercept above it. When $R$ is already large, a denser plasma recombines faster and soon joins nearly the same tail.

The case $\nu=0$ is different. As $\nu\to0$, $(1-e^{-\nu t})/\nu\to t$, and (3) becomes $1/n=1/n_0+\alpha t$. Thus

$$n=\frac{n_0}{1+\alpha n_0t}.$$

There is no exponential tail, so there is no intercept to read.

## Second derivation: counting encounters

The intercept can be found without first finding $n(t)$. Take $\alpha>0$ and remove the diffusion decay by defining $f=ne^{\nu t}$. The product rule and (1) give

$$\frac{df}{dt}=e^{\nu t}\left(\frac{dn}{dt}+\nu n\right)=-\alpha n f.$$

Recombination alone makes $f$ fall. With the accumulated density

$$s(t)=\int_0^t n(t')\,dt',$$

the integral is

$$f=n_0e^{-\alpha s},\qquad n_x=n_0e^{-\alpha s_\infty}, \tag{8}$$

where $s_\infty$ is the final value of $s$. It is finite, because (1) implies $n\le n_0e^{-\nu t}$ and hence $s\le n_0/\nu$.

To find $s_\infty$, use $s$ as the clock. Since $ds=n\,dt$,

$$\frac{dn}{ds}=\frac1n\frac{dn}{dt}=-\nu-\alpha n.$$

One power of $n$ has gone, and the equation is linear. Let $w=n+\nu/\alpha$. Then $dw/ds=-\alpha w$, so

$$n+\frac{\nu}{\alpha}=\left(n_0+\frac{\nu}{\alpha}\right)e^{-\alpha s}.$$

At the end of the decay $n=0$ and $s=s_\infty$. Therefore

$$e^{-\alpha s_\infty}=\frac{\nu/\alpha}{n_0+\nu/\alpha}=\frac1{1+R},
\qquad s_\infty=\frac{\ln(1+R)}{\alpha}. \tag{9}$$

Putting this into (8) gives (5) again.

This route shows what the intercept means. In the model an ion risks recombination at the rate $\alpha n(t)$, whether or not it would later reach a wall. The factor $e^{-\alpha s_\infty}=n_x/n_0$ is the chance that an ion which stays away from the walls through the whole dense period also escapes recombination.

That is not the fraction of all ions that end on the walls. The wall fraction is the total wall loss divided by $n_0$:

$$F_w=\frac1{n_0}\int_0^\infty\nu n\,dt=\frac{\nu s_\infty}{n_0}=\frac{\ln(1+R)}{R}. \tag{10}$$

It is larger than $n_x/n_0$ for $R>0$, because

$$\ln(1+R)=\int_0^R\frac{dx}{1+x}>\frac{R}{1+R}.$$

Ions that reach the wall early have been exposed to recombination for only a short time.

## What each derivation assumes

Both need a quasineutral plasma, one ion species, no source and a one-cell description. They differ in which coefficients they allow to vary.

The first uses the quadratic form of the recombination term, since that is what makes the equation for $1/n$ linear. It does not need constant coefficients. If $\nu(t)$ and $\alpha(t)$ are given, define $\Phi(t)=\int_0^t\nu(t')\,dt'$. Multiplying $du/dt=\nu u+\alpha$ by $e^{-\Phi}$ and integrating gives

$$\frac{1}{n e^{\Phi}}=\frac1{n_0}+\int_0^t\alpha(t')e^{-\Phi(t')}\,dt'.$$

This suits electrons that cool after switch-off.

The second, with constant $\nu$, does not need the quadratic form. Let the recombination coefficient depend on density, $\alpha(n)$. From $d\ln f=-\alpha n\,dt$ and $dn=-(\nu+\alpha n)n\,dt$,

$$d\ln f=\frac{\alpha(n)\,dn}{\nu+\alpha(n)n}.$$

The density runs from $n_0$ down to 0, so

$$\ln\frac{n_x}{n_0}=-\int_0^{n_0}\frac{\alpha(n)\,dn}{\nu+\alpha(n)n},$$

provided the integral converges. Constant $\alpha$ gives $-\ln(1+R)$. For a cubic loss $\beta n^3$, put $\alpha(n)=\beta n$. The integral is $\tfrac12\ln(1+\beta n_0^2/\nu)$, and

$$n_x=\frac{n_0}{\sqrt{1+\beta n_0^2/\nu}}.$$

The form of (5) therefore belongs to quadratic loss, not to recombination in general.

## A pulsed hydrogen plasma

Take hydrogen at 0.2 Torr and 300 K between wide parallel plates 5 cm apart, with $n_0=5\times10^{10}\ \mathrm{cm^{-3}}$. The main ion is taken to be $\mathrm{H_3^+}$, with a rough reduced mobility of $11\ \mathrm{cm^2/Vs}$ and a rough $\alpha=7\times10^{-8}\ \mathrm{cm^3/s}$.

Reduced mobility refers to gas at 760 Torr and 273.15 K. Mobility varies inversely with gas density, so here

$$\mu=11\times\frac{760}{0.2}\times\frac{300}{273.15}=4.59\times10^4\ \mathrm{cm^2/Vs}.$$

With $kT/e=0.02585$ V, the ion diffusion coefficient is $D=\mu kT/e=1187\ \mathrm{cm^2/s}$.

The light electrons tend to leave first, and a field builds up that holds them back. To a good approximation it balances their pressure, $enE=-kT_e\,dn/dx$. The same field drives the ions outwards:

$$\Gamma=-D\frac{dn}{dx}+\mu nE=-\left(D+\mu\frac{kT_e}{e}\right)\frac{dn}{dx}.$$

For electrons at the gas temperature the bracket, the ambipolar coefficient $D_a$, is $2D=2374\ \mathrm{cm^2/s}$. The slowest profile that vanishes at both plates is $\cos(\pi x/L)$, with $L$ the gap and $x$ measured from the middle. Its second derivative brings down $-(\pi/L)^2$, so with $L/\pi=1.592$ cm,

$$\nu=\frac{2374}{(1.592)^2}\approx937\ \mathrm{s^{-1}},\qquad \frac1\nu=1.07\ \mathrm{ms}.$$

The initial recombination rate is $\alpha n_0=3500\ \mathrm{s^{-1}}$. Hence $R=3500/937.1=3.735$ and

$$n_x=\frac{5\times10^{10}}{4.735}=1.056\times10^{10}\ \mathrm{cm^{-3}}=1.056\times10^{16}\ \mathrm{m^{-3}}.$$

As a test, equation (1) was integrated numerically for these values and a straight line was fitted to $\ln n$ between $12/\nu$ and $16/\nu$. Its intercept was also $1.056\times10^{10}\ \mathrm{cm^{-3}}$.

The approach to the line is as follows.

| $t$ (ms) | $n$ ($\mathrm{cm^{-3}}$) | late line ($\mathrm{cm^{-3}}$) |
|---|---|---|
| 0 | $5.00\times10^{10}$ | $1.06\times10^{10}$ |
| 0.5 | $1.31\times10^{10}$ | $6.61\times10^9$ |
| 1 | $5.99\times10^9$ | $4.14\times10^9$ |
| 2 | $1.84\times10^9$ | $1.62\times10^9$ |
| 5 | $9.82\times10^7$ | $9.75\times10^7$ |

The ceiling $\nu/\alpha$ is $1.34\times10^{10}\ \mathrm{cm^{-3}}$. By 0.5 ms the density is below it, and diffusion has become the larger loss. For a 1% excess, $r=3.735/4.735=0.789$ and (7) gives $E=0.01/(0.789\times1.01)=0.01255$, so $t=4.67$ ms. The density is then $1.3\times10^8\ \mathrm{cm^{-3}}$, about 370 times below $n_0$.

From (10), $F_w=\ln(4.735)/3.735=0.416$. About 42% of the plasma reaches the walls and 58% recombines in the gas, although the intercept is only 21% of $n_0$.

## Reading the intercept backwards

Taking the reciprocal of (5) gives

$$\alpha=\nu\left(\frac1{n_x}-\frac1{n_0}\right). \tag{11}$$

A measured tail and an independent $n_0$ therefore give $\alpha$, if the tail is late enough and $\nu$ stays constant. A fit to the calculated decay between 1 and 3 ms gives a rate of $1085\ \mathrm{s^{-1}}$, 16% above $\nu$, and an intercept of $1.66\times10^{10}\ \mathrm{cm^{-3}}$, 57% above $n_x$. Both errors have a definite sign. By (2) the curve is steeper than the late line throughout the window, and by (6) it lies above that line. The fitted line is therefore steeper and starts higher, so it moves further above the late line as it is carried back. With these fitted values (11) gives

$$\alpha\approx1085\left(\frac1{1.659\times10^{10}}-\frac1{5\times10^{10}}\right)=4.4\times10^{-8}\ \mathrm{cm^3/s},$$

which is 38% below the value put in.

With $\nu$ and $n_0$ fixed, (11) turns a small relative error in $n_x$ into one in $\alpha$ that is $(1+R)/R$ times as large, here 1.27, and of opposite sign. Recovering $n_0$ from the tail is more sensitive when $R>1$, as it is here. Write $1/n_0=1/n_x-\alpha/\nu$ and vary $n_x$ with $\alpha$ and $\nu$ fixed:

$$\frac{\delta n_0}{n_0}=\frac{n_0}{n_x}\frac{\delta n_x}{n_x}=(1+R)\frac{\delta n_x}{n_x}.$$

Here a small relative error in the intercept is multiplied by 4.7.

## The spatial profile

Between real plates the density varies with position. The local equation is

$$\frac{\partial n}{\partial t}=D_a\frac{\partial^2n}{\partial x^2}-\alpha n^2,\qquad n(\pm L/2)=0.$$

Let $c=\cos(\pi x/L)$ and $A(t)=(2/L)\int nc\,dx$, integrated across the gap. Multiply the equation by $2c/L$ and integrate. Two integrations by parts move the derivatives onto $c$; the boundary terms vanish because $c$ and $n$ are zero at the plates. Thus

$$\frac{dA}{dt}=-\nu A-\frac{2\alpha}{L}\int n^2c\,dx.$$

If the profile stays close to $n=Ac$, then $A$ is the central density, and the last term needs

$$\frac2L\int c^3dx=\frac2\pi\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac2\pi\cdot\frac43=\frac{8}{3\pi}=0.849.$$

So (1) holds for the central density with $\alpha$ replaced by $0.849\alpha$. The intercept becomes $5\times10^{10}/(1+0.849\times3.735)=1.20\times10^{10}\ \mathrm{cm^{-3}}$. A numerical solution of the local equation, started from a cosine with central density $n_0$, gives $1.205\times10^{10}\ \mathrm{cm^{-3}}$, which is 14% above the one-cell value.

The meaning of $n$ matters. For the same cosine the average across the gap is $\bar n=2A/\pi$. Substituting $A=\pi\bar n/2$ gives the recombination term $(8/3\pi)(\pi/2)\alpha\bar n^2=\tfrac43\alpha\bar n^2$. A measurement of the average density thus calls for a larger effective coefficient, not a smaller one.

## Beside a real device

The example is meant to resemble a pulsed hydrogen plasma for surface cleaning; its pressure, density and coefficients are rough values for that use, not measurements on one machine. The value of $\alpha$ is the two-body one. Afterglow measurements report that hydrogen molecules assist the recombination of $\mathrm{H_3^+}$ as third bodies, which at this pressure may raise the effective coefficient by a factor of two or more; with $\alpha=1.8\times10^{-7}\ \mathrm{cm^3/s}$, $R$ would be 9.6 and the intercept about $4.7\times10^9\ \mathrm{cm^{-3}}$, less than half the value found above. For the central density and a cosine start, the profile raises the intercept by 14%; if $n$ means the average density, the factor $4/3$ found above lowers it by about 20% instead. Electrons also start hot. In a rough model they begin at 2 eV and their excess temperature decays exponentially with a time constant of about 5 µs, with diffusion faster and recombination slower meanwhile; the net change is −3%. This figure depends strongly on the cooling time: the same model gives −1% for 2 µs and −15% for 20 µs. Some $\mathrm{H_3^+}$ binds a hydrogen molecule to form $\mathrm{H_5^+}$, which recombines much faster. A rough equilibrium estimate gives a density ratio of 0.005. With a coefficient of $2\times10^{-6}\ \mathrm{cm^3/s}$, even this small share would lower the intercept by about 10% if it were maintained throughout the decay. At the initial density, however, $\mathrm{H_5^+}$ recombines at about $10^5\ \mathrm{s^{-1}}$. If new clusters do not form fast enough to replace it, its share falls below equilibrium and the reduction is smaller. These percentages are relative to the one-cell $n_x$. They rest on rough inputs and should not simply be added.

Diffusion is a reasonable picture of the ion motion here, since the ion mean free path is 0.5% of the gap. A constant $\nu$ is a rougher assumption. At 4.67 ms the Debye length is only 0.65% of the diffusion length $L/\pi$, but the positively charged layer at each plate, the sheath, is much thicker. Let ions cross it with flux $\Gamma=\mu n_iE$, and neglect the electrons inside it. With $z$ measured from its inner edge, where the field is small, Poisson's equation gives

$$\frac{dE}{dz}=\frac{en_i}{\varepsilon_0}=\frac{e\Gamma}{\varepsilon_0\mu E},\qquad E=\sqrt{\frac{2e\Gamma z}{\varepsilon_0\mu}}.$$

Integrating $E$ across the thickness $s$ gives the voltage $U$, and hence

$$s^3=\frac{9\,\varepsilon_0\mu U^2}{8\,e\Gamma}.$$

For the cosine profile $\Gamma\approx D_an\pi/L$. The voltage $U$ is the uncertain input. With $U=5kT/e$ this gives $s\approx0.13$ cm at 4.67 ms; the two sheaths take about 5% of the gap, and since $\nu$ varies as $1/L^2$, it rises by about 11%. With $U=3kT/e$ it gives $s\approx0.10$ cm and a rise of about 8%. The lower voltage is the better guess: equal electron and ion fluxes to the plate require a drop of about $7.5kT/e$ from the centre, and most of it lies in the quasineutral plasma. Keeping ion diffusion and the electrons inside the layer brings the rise to about 6%. At fixed $U$ the sheaths thicken as $n^{-1/3}$, so $\nu$ goes on rising as the plasma decays.

The logarithmic plot of such a plasma therefore does not become strictly straight, and the intercept calculated above belongs to the model with constant $\nu$. Equation (11) should be applied to a real record only where $\nu$ can be shown to be nearly constant from switch-off to the end of the fit. The numerical output lists the other values used.

## Computed values

```
pressure = 0.2 Torr
gas and late electron temperature = 300 K
plate gap = 5.0 cm
initial density n0 = 5.00e+10 cm^-3
reduced ion mobility (rough) = 11 cm^2/Vs
recombination coefficient alpha (rough) = 7.0e-08 cm^3/s
gas density = 6.438e+15 cm^-3
ion mobility at this pressure = 4.591e+04 cm^2/Vs
thermal voltage kT/e = 0.02585 V
ion diffusion coefficient = 1187 cm^2/s
ambipolar diffusion coefficient = 2374 cm^2/s
diffusion length gap/pi = 1.592 cm
diffusion loss rate nu = 937.1 1/s
diffusion time 1/nu = 1.067 ms
initial recombination rate alpha*n0 = 3500 1/s
ratio R = alpha*n0/nu = 3.735
intercept n0/(1+R) = 1.056e+10 cm^-3
intercept = 1.056e+16 m^-3
intercept from fit to integrated decay = 1.056e+10 cm^-3
intercept / n0 = 0.2112
ceiling nu/alpha = 1.339e+10 cm^-3
fraction of plasma reaching walls = 0.4163
t = 0.0 ms: n = 5.000e+10, late line = 1.056e+10 cm^-3
t = 0.5 ms: n = 1.306e+10, late line = 6.609e+09 cm^-3
t = 1.0 ms: n = 5.987e+09, late line = 4.137e+09 cm^-3
t = 2.0 ms: n = 1.844e+09, late line = 1.621e+09 cm^-3
t = 5.0 ms: n = 9.817e+07, late line = 9.745e+07 cm^-3
time when n is 1% above late line = 4.67 ms
density at that time = 1.34e+08 cm^-3
fit over 1 to 3 ms: rate = 1085 1/s
fit over 1 to 3 ms: intercept = 1.659e+10 cm^-3
profile factor 8/(3 pi) = 0.8488
projected profile intercept = 1.199e+10 cm^-3
full profile intercept = 1.205e+10 cm^-3
full profile change of intercept = +14.1 %
electron temperature at switch-off = 2.0 eV
electron energy loss per collision (rough) = 3e-03
electron collision coefficient (rough) = 1e-08 cm^3/s
electron cooling time (rough) = 5.2 us
hot-electron change of intercept = -3.0 %
H5+ binding enthalpy (rough) = -0.30 eV
H5+ binding entropy (rough) = -0.75 meV/K
H5+ recombination coefficient (rough) = 2e-06 cm^3/s
H5+ to H3+ density ratio (rough) = 0.0049
H5+ change of intercept = -9.5 %
ion mean free path = 0.0246 cm
ion mean free path / gap = 0.0049
Debye length at the 1% time = 0.0103 cm
Debye length / diffusion length = 0.0065
```
